# Area under the electric modulus peak of a conducting Debye dielectric: a numerical check

```python
# Result under test: for a Debye dielectric with dc conductivity sigma > 0,
#   eps*(w) = eps_inf + (eps_s - eps_inf)/(1 + i w tau) + sigma/(i w eps0),
# the modulus M* = 1/eps* = M' + i M'' obeys
#   integral of M'' d(ln w) over all w = pi/(2 eps_inf), for every sigma > 0.
# eps_s, eps_inf: static and plateau relative permittivity; tau: Debye time (s);
# sigma: conductivity in S/cm; w: angular frequency (1/s).
# Areas are found by quadrature of the definition, not from the derived formula.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import simpson

EPS_INF, EPS_S, TAU, SIGMA = 3.2, 100.0, 50e-6, 1e-9
TEMPERATURE = 263.0
F_LOW, F_HIGH = 1.0, 1e7          # sweep limits in Hz


def permittivity(w, sigma, eps_s=EPS_S, eps_inf=EPS_INF, tau=TAU, spread=0.0):
    debye = (eps_s - eps_inf) / (1 + (1j * w * tau) ** (1 - spread))
    return eps_inf + debye + 100 * sigma / (1j * w * const.epsilon_0)


def area(modulus, u_low=-60.0, u_high=60.0, points=20001):
    u = np.linspace(u_low, u_high, points)
    return simpson(np.imag(modulus(np.exp(u))), x=u)


def debye_area(sigma, **kw):
    return area(lambda w: 1 / permittivity(w, sigma, **kw))


def two_peaks(sigma):
    """Derived rates a < b (1/s) and weights of the two modulus peaks."""
    k = 100 * sigma / const.epsilon_0
    B = EPS_S + k * TAU
    R = np.sqrt((EPS_S - k * TAU) ** 2 + 4 * (EPS_S - EPS_INF) * k * TAU)
    a, b = 2 * k / (B + R), (B + R) / (2 * EPS_INF * TAU)
    return a, b, (1 / TAU - a) / (b - a), (b - 1 / TAU) / (b - a)


# Symbolic algebra: discriminant, sign between the roots, partial fractions
s, k, t, e, d, a_, b_ = sp.symbols("s k t e d a b", positive=True)
den = e * t * s**2 + (e + d + k * t) * s + k
eps_symbolic = e + d / (1 + s * t) + k / s
assert sp.simplify(1 / eps_symbolic - s * (1 + s * t) / den) == 0
assert sp.expand(sp.discriminant(den, s)
                 - ((e + d - k * t)**2 + 4 * d * k * t)) == 0
assert sp.simplify(den.subs(s, -1 / t) + d / t) == 0
ga_, gb_ = (1 / t - a_) / (b_ - a_), (b_ - 1 / t) / (b_ - a_)
assert sp.simplify(s * (s + 1 / t) / ((s + a_) * (s + b_))
                   - (1 - ga_ * a_ / (s + a_) - gb_ * b_ / (s + b_))) == 0

# Area for many conductivities, and the two-peak form against the definition
target = np.pi / (2 * EPS_INF)
sweep = [1e-15, 1e-12, 1e-9, 1e-6, 1e-3]
areas = [debye_area(x) for x in sweep]
w_test = np.logspace(-6, 14, 201)
for sig, A in zip(sweep, areas):
    assert abs(A / target - 1) < 1e-9
    a, b, ga, gb = two_peaks(sig)
    assert 0 < a < 1 / TAU < b and ga > 0 and gb > 0
    peaks = sum(g * w_test * r / (w_test**2 + r**2)
                for g, r in ((ga, a), (gb, b))) / EPS_INF
    direct = np.imag(1 / permittivity(w_test, sig))
    assert np.allclose(peaks, direct, rtol=1e-8, atol=0)

# No Debye step; other eps_s and tau; zero conductivity
assert abs(debye_area(SIGMA, eps_s=EPS_INF) / target - 1) < 1e-9
assert abs(debye_area(SIGMA, eps_s=1.15 * EPS_S, tau=2 * TAU) / target - 1) < 1e-9
area_zero = debye_area(0.0)
assert abs(area_zero - np.pi / 2 * (1 / EPS_INF - 1 / EPS_S)) < 1e-9

# Vanishing conductivity: the slow peak keeps its area and leaves the sweep
u1, u2 = np.log(2 * np.pi * F_LOW), np.log(2 * np.pi * F_HIGH)


def sweep_area(sigma, **kw):
    return area(lambda w: 1 / permittivity(w, sigma, **kw), u1, u2)


a_tiny, _, g_tiny, _ = two_peaks(1e-15)
assert abs(g_tiny * EPS_S / EPS_INF - 1) < 1e-6
assert abs(a_tiny * EPS_S * const.epsilon_0 / 1e-13 - 1) < 1e-6
sweep_tiny, sweep_zero = sweep_area(1e-15), sweep_area(0.0)
assert abs(sweep_tiny - sweep_zero) < 1e-5

# Example: finite sweep and the positions of the actual maxima
a, b, ga, gb = two_peaks(SIGMA)
sweep_main = sweep_area(SIGMA)
formula = sum(g * (np.arctan(np.exp(u2) / r) - np.arctan(np.exp(u1) / r))
              for g, r in ((ga, a), (gb, b))) / EPS_INF
assert abs(sweep_main - formula) < 1e-8
u = np.linspace(u1, u2, 20001)
loss = np.imag(1 / permittivity(np.exp(u), SIGMA))
top = np.where((loss[1:-1] > loss[:-2]) & (loss[1:-1] > loss[2:]))[0] + 1
assert len(top) == 2
f_top = np.exp(u[top]) / (2 * np.pi)
assert np.allclose(f_top, np.array([a, b]) / (2 * np.pi), rtol=0.03)

# Neglected effect: air gap in series, from the impedance of the whole cell
CELL, GAP = 1e-3, 1e-6            # metres


def cell_modulus(w):
    z_ice = (CELL - GAP) / (1j * w * const.epsilon_0 * permittivity(w, SIGMA))
    z_gap = GAP / (1j * w * const.epsilon_0)
    return 1j * w * const.epsilon_0 / CELL * (z_ice + z_gap)


area_gap = area(cell_modulus)
assert abs(area_gap / (target * (1 - GAP / CELL)) - 1) < 1e-9
eps_gap_low = np.real(1 / cell_modulus(1e-6))

# Neglected effect: symmetric spread of relaxation times
SPREAD = 0.05
area_spread = debye_area(SIGMA, spread=SPREAD)
assert abs(area_spread / target - 1) < 1e-9
sweep_spread = sweep_area(SIGMA, spread=SPREAD)

# Neglected effect: one lumped lattice mode above the plateau
EPS_OPT, F_MODE, F_WIDTH = 1.7, 6e12, 2e12


def lattice_modulus(w):
    w0, width = 2 * np.pi * F_MODE, 2 * np.pi * F_WIDTH
    mode = (EPS_OPT - EPS_INF) + (EPS_INF - EPS_OPT) * w0**2 / (
        w0**2 - w**2 + 1j * width * w)
    return 1 / (permittivity(w, SIGMA) + mode)


area_lattice = area(lattice_modulus)
assert abs(area_lattice / (np.pi / (2 * EPS_OPT)) - 1) < 1e-8
area_10GHz = area(lattice_modulus, -60.0, np.log(2 * np.pi * 1e10))
assert abs(area_10GHz / target - 1) < 1e-3

# Neglected effects: anisotropy, temperature, field strength
ANISO, E_ACT, DIPOLE_D, FIELD = 0.04, 0.6, 3.0, 10.0
area_aniso = debye_area(SIGMA, eps_inf=EPS_INF + ANISO)
tau_ratio = np.exp(E_ACT * const.e / const.k
                   * (1 / TEMPERATURE - 1 / (TEMPERATURE + 1)))
dipole = DIPOLE_D * 1e-21 / const.c
field_ratio = dipole * FIELD * 100 / (const.k * TEMPERATURE)
assert field_ratio < 1e-3


def percent(x, ref):
    return 100 * (x / ref - 1)


print(f"input eps_inf = {EPS_INF}, eps_s = {EPS_S}")
print(f"input tau = {TAU*1e6:.1f} us, sigma = {SIGMA:.1e} S/cm")
print(f"input temperature = {TEMPERATURE:.0f} K")
print(f"k = sigma/eps0 = {100*SIGMA/const.epsilon_0:.5g} 1/s")
print(f"k*tau = {100*SIGMA/const.epsilon_0*TAU:.5f}")
print(f"slow rate a = {a:.5g} 1/s, fast rate b = {b:.5g} 1/s")
print(f"Debye rate 1/tau = {1/TAU:.5g} 1/s")
print(f"weights: slow {ga:.6f}, fast {gb:.6f}")
print(f"a/(2 pi) = {a/(2*np.pi):.4g} Hz, b/(2 pi) = {b/(2*np.pi):.4g} Hz")
print(f"actual maxima of M'': {f_top[0]:.4g} Hz and {f_top[1]:.4g} Hz")
print(f"heights of M'' there: {loss[top[0]]:.5f} and {loss[top[1]]:.5f}")
print(f"pi/(2 eps_inf) = {target:.8f}")
for sig, A in zip(sweep, areas):
    print(f"quadrature area, sigma = {sig:.0e} S/cm: {A:.8f}")
print(f"quadrature area, sigma = 0: {area_zero:.8f}")
print(f"slow-peak area for sigma -> 0, pi/(2 eps_s) = {np.pi/(2*EPS_S):.8f}")
print(f"area per log10 abscissa = {areas[2]/np.log(10):.6f}")
print(f"sweep limits: {F_LOW:.0f} Hz to {F_HIGH/1e6:.0f} MHz")
print(f"sweep area, example sigma = {sweep_main:.6f}")
print(f"  shift from full area = {percent(sweep_main, target):.3f} %")
print(f"sweep area, sigma = 1e-15 S/cm = {sweep_tiny:.6f}")
print(f"sweep area, sigma = 0 = {sweep_zero:.6f}")
print(f"slow time 1/a at sigma = 1e-15 S/cm = {1/a_tiny:.4g} s")
print(f"air gap {GAP*1e6:.0f} um in cell of {CELL*1e3:.0f} mm:")
print(f"  area shift = {percent(area_gap, target):.3f} %")
print(f"  apparent low-frequency permittivity = {eps_gap_low:.1f}")
print(f"Cole-Cole spread parameter = {SPREAD}")
print(f"  full area = {area_spread:.8f}")
print(f"  sweep-area shift = {percent(sweep_spread, sweep_main):.3f} %")
print(f"lattice mode {F_MODE/1e12:.0f} THz, width {F_WIDTH/1e12:.0f} THz,"
      f" eps above it {EPS_OPT}")
print(f"  whole-axis area = {area_lattice:.6f}")
print(f"  area below 10 GHz = {area_10GHz:.6f},"
      f" shift {percent(area_10GHz, target):.4f} %")
print(f"eps_inf anisotropy {ANISO}: area shift {percent(area_aniso, target):.2f} %")
print(f"activation energy {E_ACT} eV: tau falls by"
      f" {100*(1-1/tau_ratio):.1f} % for 1 K warming")
print(f"dipole {DIPOLE_D} D in {FIELD:.0f} V/cm: energy/kT = {field_ratio:.2e}")
print("all assertions hold")
```

Output:

```
input eps_inf = 3.2, eps_s = 100.0
input tau = 50.0 us, sigma = 1.0e-09 S/cm
input temperature = 263 K
k = sigma/eps0 = 11294 1/s
k*tau = 0.56470
slow rate a = 112.33 1/s, fast rate b = 6.2842e+05 1/s
Debye rate 1/tau = 20000 1/s
weights: slow 0.031653, fast 0.968347
a/(2 pi) = 17.88 Hz, b/(2 pi) = 1e+05 Hz
actual maxima of M'': 18.08 Hz and 1e+05 Hz
heights of M'' there: 0.00500 and 0.15131
pi/(2 eps_inf) = 0.49087385
quadrature area, sigma = 1e-15 S/cm: 0.49087385
quadrature area, sigma = 1e-12 S/cm: 0.49087385
quadrature area, sigma = 1e-09 S/cm: 0.49087385
quadrature area, sigma = 1e-06 S/cm: 0.49087385
quadrature area, sigma = 1e-03 S/cm: 0.49087385
quadrature area, sigma = 0: 0.47516589
slow-peak area for sigma -> 0, pi/(2 eps_s) = 0.01570796
area per log10 abscissa = 0.213184
sweep limits: 1 Hz to 10 MHz
sweep area, example sigma = 0.487292
  shift from full area = -0.730 %
sweep area, sigma = 1e-15 S/cm = 0.472154
sweep area, sigma = 0 = 0.472154
slow time 1/a at sigma = 1e-15 S/cm = 8854 s
air gap 1 um in cell of 1 mm:
  area shift = -0.100 %
  apparent low-frequency permittivity = 1000.0
Cole-Cole spread parameter = 0.05
  full area = 0.49087385
  sweep-area shift = -0.351 %
lattice mode 6 THz, width 2 THz, eps above it 1.7
  whole-axis area = 0.923998
  area below 10 GHz = 0.490952, shift 0.0160 %
eps_inf anisotropy 0.04: area shift -1.23 %
activation energy 0.6 eV: tau falls by 9.5 % for 1 K warming
dipole 3.0 D in 10 V/cm: energy/kT = 2.76e-06
all assertions hold
```
